# Why smooth-orbital tau does not belong with the augmented density

## The argument under review

The argument concerns a meta-GGA functional, and an electron localization function (ELF), evaluated with ultrasoft pseudopotentials. It runs as follows. The smooth pseudo-orbitals carry too little charge inside the atomic spheres, so the density must be augmented. The kinetic energy density needs no such repair: the smooth orbitals are the ones being varied, their $\tilde\tau$ is non-negative and satisfies the von Weizsäcker bound, and the augmentation charge is a small correction. The functional may therefore be given the augmented density $n$ together with $\tilde\tau$.

Each premise about $\tilde\tau$ is true, but the bound it satisfies is the one for the smooth density. The question is what remains of that bound when $n$ takes the place of $\tilde n$.

## Conventions and the bound for a consistent pair

I use atomic units in the algebra, real orbitals, a nonrelativistic point nucleus, and
$$\tau=\tfrac12\sum_a f_a|\nabla\psi_a|^2,\qquad n=\sum_a f_a\psi_a^2,\qquad \tau_W[n]=\frac{|\nabla n|^2}{8n}.$$

Since $\nabla n=2\sum_a f_a\psi_a\nabla\psi_a$,
$$n\tau-\tfrac18|\nabla n|^2=\tfrac12\sum_{ab}f_af_b\left(\psi_a^2|\nabla\psi_b|^2-\psi_a\psi_b\nabla\psi_a\cdot\nabla\psi_b\right).$$
The double sum is unchanged if the labels are exchanged. Averaging the two forms completes a square:
$$\tau-\tau_W[n]=\frac{1}{4n}\sum_{ab}f_af_b|\psi_a\nabla\psi_b-\psi_b\nabla\psi_a|^2\ge0. \tag{1}$$
The proof uses the same orbitals in $\tau$ and in $n$. For a single orbital the right side vanishes, so $\tau=\tau_W$ at every point.

Equation (1) also holds for the smooth pair $(\tilde\tau,\tilde n)$. For the mixed pair, adding and subtracting $\tau_W[\tilde n]$ gives
$$\tilde\tau-\tau_W[n]=\left(\tilde\tau-\tau_W[\tilde n]\right)-\left(\tau_W[n]-\tau_W[\tilde n]\right). \tag{2}$$
The first bracket is non-negative; the second can have either sign. The bound fails where augmentation raises $\tau_W$ by more than the smooth orbitals' own margin. A small added charge does not settle the matter, because $\tau_W$ depends on the gradient of that charge.

## One s orbital: failure throughout the sphere

With one orbital the margin in (2) is zero. Take a true orbital proportional to $g=e^{-\kappa r}$, and inside $r_c$ replace it by $\tilde g=A+Br^2+Cr^4$, matched in value, slope and curvature. Put $x=\kappa r_c$, $u=r/r_c$, $b=Br_c^2$, $c=Cr_c^4$. The matching conditions are
$$A+b+c=e^{-x},\quad 2b+4c=-xe^{-x},\quad 2b+12c=x^2e^{-x}.$$
Subtracting the second from the third gives $c=(x^2+x)e^{-x}/8$. The second then gives $b=-(x^2+3x)e^{-x}/4$, and the first
$$A=e^{-x}\left(1+\tfrac58x+\tfrac18x^2\right). \tag{3}$$

Now compare the slopes. Taking out the common factor $xe^{-x}/r_c$,
$$-\tilde g'\;\to\;\tilde S(u)=\tfrac12\left[(x+3)u-(x+1)u^3\right],\qquad -g'\;\to\;S(u)=e^{x(1-u)}.$$
At $u=1$ both equal 1 and both have derivative $-x$, so they share a tangent line. For $0<u<1$, $\tilde S''=-3(x+1)u<0$ puts $\tilde S$ below that line, while $S''=x^2S>0$ puts $S$ above it. Also $\tilde S>0$ there, because its square bracket exceeds $2u$. Hence
$$\frac{\tau_W[n]}{\tilde\tau}=\left(\frac{S}{\tilde S}\right)^2>1\qquad(0<u<1). \tag{4}$$
For this orbital and this pseudization the bound fails at every interior point, whatever the value of $r_c$. A smaller sphere shrinks the region of failure without removing it.

Near the nucleus $\tilde S\propto r$ while $S$ stays finite, so the ratio grows as $1/r^2$. The cause is the cusp, which the augmented density has and the smooth orbital lacks. The same holds for several s orbitals. With nuclear charge $Z$ the cusp condition $n'(0)=-2Zn(0)$ gives $\tau_W(0)=Z^2n(0)/2$, and smooth s waves contribute nothing to $\tilde\tau(0)$. If p orbitals are present and do not mix with s, they add to $\tilde\tau(0)$ and nothing to $n(0)$; the bound then survives at the nucleus if their contribution reaches $Z^2n(0)/2$.

## Hydrogen: the size of the effect

For the exact 1s orbital of hydrogen, with $r_c=0.60$ Å, the smooth orbital at the nucleus is 0.6015 of the true one. The smooth density lacks 0.0477 of the one electron, which seems to support the "small correction" premise. The kinetic energy in the sphere does not: it is 5.379 eV for the true orbital and 2.882 eV for the smooth one. The difference, 2.497 eV, is 46% of the true value.

The indicators are
$$\alpha=\frac{\tau-\tau_W}{\tau_{\rm unif}},\qquad \tau_{\rm unif}=\tfrac{3}{10}(3\pi^2)^{2/3}n^{5/3},\qquad \mathrm{ELF}=\frac1{1+\alpha^2}.$$
These are closed-shell formulas, so for hydrogen I insert twice the density and twice the $\tau$ of the occupied spin. The true values are $\alpha=0$ and ELF $=1$ everywhere. The mixed pair gives:

| $r$ (Å) | $\tau_W/\tilde\tau$ | $\alpha$ | ELF |
|---|---|---|---|
| 0.01 | 7838 | −0.2413 | 0.945 |
| 0.10 | 57.4 | −0.2975 | 0.919 |
| 0.30 | 3.84 | −0.3705 | 0.879 |
| 0.50 | 1.20 | −0.1354 | 0.982 |

The ratio is largest near the nucleus, yet $\alpha$ is most negative, among these points, at 0.30 Å. To see why, define $s=|\nabla n|/[2(3\pi^2)^{1/3}n^{4/3}]$. Then
$$\frac{\tau_W}{\tau_{\rm unif}}=\frac{10}{24}\,\frac{|\nabla n|^2}{(3\pi^2)^{2/3}n^{8/3}}=\tfrac53s^2,\qquad \alpha=-\tfrac53s^2\left(1-\frac{\tilde\tau}{\tau_W}\right).$$
Here $|\nabla n|=2n$, so $s^2\propto n^{-2/3}$ grows outward, while the bracket falls from 1 at the nucleus to 0 at $r_c$. Their product peaks in between.

The ELF does not report the fault. At 0.30 Å it is $1/(1+0.3705^2)=0.879$, just as it would be for $\alpha=+0.3705$. A forbidden input is displayed as slightly reduced localization.

## What a meta-GGA does with negative alpha

SCAN exchange multiplies the uniform-gas exchange energy per electron, which is negative, by
$$F_x=\left[h_1+f(\alpha)(h_0-h_1)\right]g_x(s),\qquad h_0=1.174,$$
where $0<g_x<1$ and $h_1<1.065$. For $\alpha<1$ the switch is $f=\exp[-0.667\,\alpha/(1-\alpha)]$. A consistent one-orbital pair has $\alpha=0$ and $f=1$, so $F_x=h_0g_x$. For negative $\alpha$ the exponent is $0.667|\alpha|/(1+|\alpha|)$; $f$ then exceeds 1 and tends to 1.948 as $\alpha\to-\infty$. Rewriting the bracket,
$$\frac{F_x}{g_x}=h_0+(f-1)(h_0-h_1)>h_0 .$$
Since $s$ is the same in both pairs, the mixed pair makes the exchange energy density too negative at every interior point.

For hydrogen the largest $F_x$ in the sphere rises from 1.1736 to 1.2015. Spin scaling, $E_x[n_\uparrow,0]=\tfrac12E_x[2n_\uparrow]$, turns this into energies. The exact exchange energy is −8.5036 eV (−0.3125 hartree). SCAN exchange on the exact orbital gives −8.5035 eV with the consistent pair and −8.5895 eV with the mixed pair. In exchange alone the mismatch costs −0.086 eV, about 1% of the consistent value. SCAN correlation, which vanishes for the consistent one-electron pair, becomes positive for negative $\alpha$ and gives back about 0.024 eV, so the net shift is about −0.062 eV. This holds for the formula continued to negative $\alpha$ as written; an implementation that restricts its inputs returns another number. The libxc library caps $|\nabla n|^2$ at $8n\tau$, which forces $\alpha=0$ and alters $s$ instead; its exchange shift for this case is only about −0.004 eV.

## Does a smoother augmentation charge help?

The author might reply that the augmentation charge is itself pseudized, as it is in plane-wave ultrasoft codes, which removes the cusp; the $1/r^2$ divergence and the hydrogen table above belong to the unpseudized charge. Consider the one-electron density $\hat n=\tilde n+\delta$ with $\delta\propto(1-u^2)^3$, scaled to hold the missing charge. That charge is positive: $\tilde g$ is less steep than $g$ and meets it at $r_c$, so $\tilde g<g$ inside.

For one orbital $\tilde\tau=\tau_W[\tilde n]$. The bound therefore fails where $(\tilde n'+\delta')^2/(\tilde n+\delta)>\tilde n'^2/\tilde n$. Multiplying out and cancelling $\tilde n\tilde n'^2$,
$$2\tilde n\,\tilde n'\delta'+\tilde n\,\delta'^2>\tilde n'^2\delta .$$
Both slopes are negative, so the left-hand terms are positive, and it suffices that
$$2\frac{|\delta'|}{\delta}>\frac{|\tilde n'|}{\tilde n}.$$
The left side is $12u/[r_c(1-u^2)]\ge12u/r_c$. For the right side, $|\tilde n'|/\tilde n=2|\tilde g'|/\tilde g$. From the slope formula $|\tilde g'|\le x(x+3)ue^{-x}/(2r_c)$, and $\tilde g\ge e^{-x}$ because $\tilde g$ decreases towards its value at $r_c$. The right side is thus at most $x(x+3)u/r_c$. The bound fails at every interior point whenever $x(x+3)<12$. The hydrogen sphere, with $x\approx1.13$, meets this condition easily.

On a grid from 0.005 to 0.99 $r_c$, $\tau_W[\hat n]/\tilde\tau$ runs from 1.003 to 2.950. The divergence has gone; the violation has not.

Nor is it enough to restore the full $\tau$ while keeping $\hat n$. The ratio then runs from 0.000 to 1.281, where a single orbital requires 1. It vanishes at the nucleus because $\hat n'$ does and the full $\tau$ does not, and it exceeds 1 farther out. That is a second mismatched pair, wrong in both directions.

## Closed shells with $l>0$: failure becomes conditional

It would be equally wrong to claim that the mixed pair always breaks the bound. Consider a closed shell with radial function $R$ and two electrons per orbital. The sum $\sum_mY_{lm}^2=(2l+1)/4\pi$ is constant on the sphere. Applying the angular Laplacian to it gives zero, so
$$\sum_m|\nabla_\Omega Y_{lm}|^2=-\sum_mY_{lm}\nabla_\Omega^2Y_{lm}=l(l+1)\frac{2l+1}{4\pi}.$$
Hence, with $K=(2l+1)/4\pi$,
$$n=2KR^2,\qquad \tau=K\left[R'^2+\frac{l(l+1)}{r^2}R^2\right],\qquad \tau_W=\frac{(4KRR')^2}{16KR^2}=KR'^2 .$$
The angular term is the margin that a lone s orbital lacks.

Near the nucleus let $R\to ar^l$ and $\tilde R\to\tilde ar^l$. Then $\tau_W[n]\to Kl^2a^2r^{2l-2}$ and $\tilde\tau\to K[l^2+l(l+1)]\tilde a^2r^{2l-2}$, so
$$\frac{\tau_W[n]}{\tilde\tau}\to\frac{l}{2l+1}\left(\frac{a}{\tilde a}\right)^2. \tag{5}$$
The bound fails there if $(\tilde a/a)^2<l/(2l+1)$: below 1/3 for p and below 2/5 for d.

For the model $R\propto r^le^{-\kappa r}$, with the exponential pseudized as before, $\tilde a/a$ is the $A$ of (3). Its derivative, $-e^{-x}(3+3x+x^2)/8$, is negative, so there is one critical value of $\kappa r_c$: 1.213 for p and 1.035 for d. With $\kappa=4$ Å$^{-1}$ the p shell has a critical radius of $1.2131/4=0.303$ Å.

At $r_c=0.2$ Å the largest mixed ratio on the radial grid is 0.657, and the bound is respected. The pair is still wrong: by (5) with $\tilde a=a$, the true ratio near the nucleus is 1/3, about half the mixed one. Passing the bound is necessary for a consistent pair, not sufficient.

At $r_c=0.6$ Å the largest ratio on the grid is 3.83, and the indicators are:

| $r$ (Å) | true $\alpha$ | mixed $\alpha$ | true ELF | mixed ELF |
|---|---|---|---|---|
| 0.04 | 262 | −46.9 | 0.00001 | 0.0005 |
| 0.06 | 75.4 | −6.70 | 0.0002 | 0.022 |
| 0.10 | 17.0 | 1.35 | 0.003 | 0.354 |
| 0.20 | 2.88 | 1.195 | 0.108 | 0.412 |

Towards the nucleus both values of $|\alpha|$ diverge as $r^{-10/3}$, since the numerator of $\alpha$ tends to a constant and $n^{5/3}\propto r^{10/3}$. Both ELFs therefore vanish there, and the wrong sign leaves no trace. In between, mixed $\alpha$ must pass through zero. It does so at 0.081 Å, where the mixed ELF is 1 and the true one is 0.001: a surface of apparently perfect localization that the orbitals do not possess. At 0.10 and 0.20 Å the bound holds again, yet the ELF is still far too large.

This model contains one shell. In an atom with occupied s orbitals, these supply the density at the nucleus, and the cusp analysis above applies there. The table isolates a mechanism and does not describe a particular element.

A tempting patch is to replace negative $\alpha$ by zero. For one orbital this happens to be right, because the true value is zero. For the p shell it would set ELF to 1 throughout the ball inside 0.081 Å, where at the tabulated points the true $\alpha$ is 75 or more.

## The correction I would require

The kinetic energy density must be augmented with the same partial waves and the same occupations as the density. Let $\phi_i$ and $\tilde\phi_i$ be the true and smooth partial waves and $p_i$ the projectors, with $P_{ai}=\langle p_i|\tilde\psi_a\rangle$. If the partial waves are complete for the occupied orbitals, then inside the sphere $\psi_a=\sum_iP_{ai}\phi_i$ and $\tilde\psi_a=\sum_iP_{ai}\tilde\phi_i$. Insert both into the definitions, with $\rho_{ij}=\sum_af_aP_{ai}P_{aj}$, and subtract:
$$n=\tilde n+\sum_{ij}\rho_{ij}\left(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j\right),$$
$$\tau=\tilde\tau+\tfrac12\sum_{ij}\rho_{ij}\left(\nabla\phi_i\cdot\nabla\phi_j-\nabla\tilde\phi_i\cdot\nabla\tilde\phi_j\right). \tag{6}$$
This pair belongs to one orbital set, so (1) applies. With an incomplete set of partial waves (6) is approximate and the guarantee is lost to that extent. If a core density is added to $n$, the core orbitals must likewise contribute to $\tau$.

I checked (6) on two occupied s orbitals built from hydrogen 1s and 2s waves. The largest $\tau_W/\tau$ is 1.000000. A value near 1 is expected at the nucleus, where both waves have the same logarithmic derivative and the differences in (1) vanish. With $\tilde\tau$ in place of $\tau$ the largest ratio is $7\times10^4$, a figure set by how close the first grid point lies to the nucleus.

One defence of the author's practice deserves a hearing. In the projector augmented-wave method the energy is a grid term, plus an on-site term with the true pair, minus an on-site term with the smooth pair. Suppose the grid term uses a mismatched pair and the subtracted term uses the same one. With complete partial waves the two integrands then agree point by point inside the sphere and cancel, leaving the true pair. The energy can therefore be sound although one of its ingredients is not. An ELF or $\alpha$ map drawn from the grid pair has no subtraction to rescue it. An ultrasoft energy without on-site terms has no point-by-point cancellation either, but the constant part of its error drops out of energy differences, and if the potential is descreened with the same functional and the same mismatched pair, the part linear in $\rho_{ij}$ is absorbed as well. What remains in energy differences can then be far smaller than the raw error quoted for hydrogen.

I therefore ask that the indicators inside the spheres be recomputed from (6), and that $\alpha$ be shown with its sign. A negative value exposes a mismatch that the ELF conceals, though its absence does not prove consistency. Most of the values quoted here can be compared with the numerical output below.

## Numbers as computed

```
SCAN factor, largest relative deviation from libxc: 4.4e-16
HYDROGEN ATOM, exact 1s orbital
sphere radius: 0.60 angstrom
smooth/true orbital at nucleus: 0.6015
charge missing from smooth density: 0.0477 electrons
kinetic energy in sphere, true: 5.379 eV
kinetic energy in sphere, smooth: 2.882 eV
mixed pair (true values: z = 1, alpha = 0, ELF = 1)
 r=0.01 angstrom: z=7837.974 alpha=-0.2413 ELF=0.9450
 r=0.10 angstrom: z=57.398 alpha=-0.2975 ELF=0.9187
 r=0.30 angstrom: z=3.836 alpha=-0.3705 ELF=0.8793
 r=0.50 angstrom: z=1.195 alpha=-0.1354 ELF=0.9820
pseudized density, smooth tau: z from 1.003 to 2.950
pseudized density, full tau: z from 0.000 to 1.281
exact exchange energy: -8.5036 eV = -0.31250 hartree
SCAN exchange, consistent pair: -8.5035 eV
SCAN exchange, mixed pair: -8.5895 eV
SCAN exchange error from mixing: -0.0860 eV
largest SCAN factor in sphere, consistent: 1.1736
largest SCAN factor in sphere, mixed: 1.2015
SCAN switch as alpha -> -infinity: 1.9484
TWO OCCUPIED s ORBITALS, same sphere
largest z, augmented tau: 1.000000
largest z on grid, smooth tau: 7.39e+04
MODEL CLOSED p SHELL
decay constant: 4.0 1/angstrom
critical kappa*rc: p shell 1.2131, d shell 1.0354
critical radius, p shell: 0.3033 angstrom
rc=0.2 angstrom: largest mixed z = 0.6571
rc=0.6 angstrom: largest mixed z = 3.8321
values for rc=0.6 angstrom
 r=0.04 angstrom: alpha true 261.976 mixed -46.932; ELF true 0.00001 mixed 0.00045
 r=0.06 angstrom: alpha true 75.442 mixed -6.698; ELF true 0.00018 mixed 0.02180
 r=0.10 angstrom: alpha true 17.013 mixed 1.351; ELF true 0.00344 mixed 0.35382
 r=0.20 angstrom: alpha true 2.877 mixed 1.195; ELF true 0.10778 mixed 0.41194
mixed alpha crosses zero at: 0.0806 angstrom
ELF at crossing: true 0.00101, mixed 1.00000
```
